# Matching a photon mass to an energy cutoff in radiative level shifts, part 3

Two ways of removing soft photons from a radiative level shift are compared: scheme A, photon mass \(\lambda\) and all momenta; scheme B, massless transverse photons with energy above \(\varepsilon\) in the rest frame of the nucleus. For a slow electron they agree at leading order when \(\varepsilon=\frac12e^{5/6}\lambda=1.1505\,\lambda\). The longitudinal mode of the massive photon supplies \(\frac16\) in the constant; without it the constant would be 1 and \(\varepsilon/\lambda=e/2\).

Atomic units, \(\hbar=m=e=1\), \(c=1/\alpha\). The electron has \(H=p^2/2+V\), eigenstates \(|n\rangle\), reference state \(|a\rangle\), and \(\Delta_n=E_n-E_a\). Photon energies are \(\kappa=c|\mathbf k|\) and \(\omega=\sqrt{\kappa^2+\lambda^2}\), with upper limits \(K\) and \(\Omega=\sqrt{K^2+\lambda^2}\). In the dipole approximation, whose relative corrections are by power counting of order \((Z\alpha)^2\) and \(\lambda/c^2\), mass renormalization leaves
\[
\Delta E_a=\frac{2\alpha^3}{3\pi}\sum_n|\mathbf p_{na}|^2\Delta_n\,I(\Delta_n),
\]
with \(I_\varepsilon=\int_\varepsilon^Kd\kappa/(\kappa+\Delta)\) in scheme B and, in scheme A,
\[
I_\lambda=\int_\lambda^\Omega\frac{W\,d\omega}{\omega+\Delta},\qquad W=\frac\kappa\omega\Big(1+\frac{\lambda^2}{2\omega^2}\Big)=\sqrt{1-y^2}\,\Big(1+\frac{y^2}2\Big),\quad y=\frac\lambda\omega .
\]
The error of the rule is
\[
\delta(x)\equiv I_\varepsilon-I_\lambda=\int_\lambda^\infty\frac{(1-W)\,d\omega}{\omega+\Delta}-\ln\frac{\varepsilon+\Delta}{\lambda+\Delta},\qquad x=\frac\Delta\lambda .
\]
Here \(\delta(0)=0\) and \(\delta'(0)=0.01438\); for \(x>0\), \(\delta\) is positive, at most \(0.0048\) on the grid computed, and falls as \(0.0276/x\) at large \(x\). Also
\[
\sum_n|\mathbf p_{na}|^2\Delta_n=\tfrac12\langle\nabla^2V\rangle=2\pi Z|\psi_a(0)|^2\quad\text{for }V=-Z/r .
\]

"The program" is the accompanying numerical check. Its closing output also lists earlier tests: the two sides of the identity that isolates the longitudinal mode, for an anharmonic oscillator; the \(\lambda\)-dependent mass shift; and \(\ln(2\varepsilon/\lambda)\) from soft emission by a charge suddenly given velocity \(c\beta\).

**Q.** A real atom has a continuum, so no \(\lambda\) lies above all \(\Delta_n\). What is the statement then, and how is it used to get back to massless photons?

**A.** Define
\[
G(w)=\sum_n\frac{|\mathbf p_{na}|^2\Delta_n}{\Delta_n+w},
\]
the sum including the continuum, and take \(a\) as the ground state so that all \(\Delta_n>0\); for an excited state the integrals below have poles; the principal value gives the shift and the pole term gives the decay width. The physical shift has the soft part \(\int_0^KG\,dw\). Scheme A has \(\int_\lambda^\Omega WG\,d\omega\) and scheme B has \(\int_\varepsilon^KG\,dw\). The amounts to be added to each, in units of \(2\alpha^3/3\pi\), are
\[
D(\lambda)=\int_0^\lambda G\,dw+\int_\lambda^\infty(1-W)\,G\,d\omega,\qquad C(\varepsilon)=\int_0^\varepsilon G\,dw=\sum_n|\mathbf p_{na}|^2\Delta_n\ln\Big(1+\frac\varepsilon{\Delta_n}\Big).
\]
\(D\) is the exact bridge from the massive to the massless theory in this model, and \(C\) is Bethe's sum. The conversion rule is the claim \(D(\lambda)\approx C(\frac12e^{5/6}\lambda)\), and the difference is \(D-C=\sum_n|\mathbf p_{na}|^2\Delta_n\,\delta(\Delta_n/\lambda)\). For the ground state \((D-C)/\sum|\mathbf p|^2\Delta\) is an average of \(\delta\) with positive weights, so it cannot exceed the maximum of \(\delta\), whatever \(\lambda\) is.

A second, separate approximation leads to the Bethe logarithm. With the mean excitation energy \(\bar k\) defined by \(\sum|\mathbf p|^2\Delta\ln\Delta=\ln\bar k\sum|\mathbf p|^2\Delta\), splitting \(\ln(1+\varepsilon/\Delta)=\ln(\varepsilon/\Delta)+\ln(1+\Delta/\varepsilon)\) gives
\[
C(\varepsilon)=2\pi Z|\psi(0)|^2\ln\frac\varepsilon{\bar k}+\sum_n|\mathbf p_{na}|^2\Delta_n\ln\Big(1+\frac{\Delta_n}\varepsilon\Big), \tag{5}
\]
and the asymptotic form drops the last term, which is positive. How fast the two approximations set in depends on the tail of the spectrum, and for that \(G\) is needed explicitly.

**Q.** Can you get \(G\) for a real atom without handing me a table of oscillator strengths?

**A.** For hydrogen 1s, with the Schrödinger–Coulomb Hamiltonian, infinite nuclear mass and the dipole approximation, it has an exact series. With \(\psi=e^{-r}/\sqrt\pi\), \(\mathbf p\psi=i\hat{\mathbf r}\psi\). Each component is \(\hat r_i\,e^{-r}/\sqrt\pi=\sqrt{3/4\pi}\,\hat r_i\cdot\frac1{\sqrt3}\frac{u(r)}r\), a normalized \(l=1\) angular function times \(u=2re^{-r}\), and the three components contribute a third each. Since \(\int u^2dr=1=\langle p^2\rangle\) and \(\Delta/(\Delta+w)=1-w/(\Delta+w)\),
\[
G=1-wP,\qquad P(w)=\langle u|(h_1+\tfrac12+w)^{-1}|u\rangle,\qquad h_1=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r .
\]
Set \(\gamma^2/2=\frac12+w\) and try \(S=r^2e^{-\gamma r}L(r)\). From \((r^2e^{-\gamma r})''=(2-4\gamma r+\gamma^2r^2)e^{-\gamma r}\),
\[
\Big(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac{\gamma^2}2\Big)S=r^2e^{-\gamma r}\Big[-\frac12L''-\Big(\frac2r-\gamma\Big)L'+\frac{2\gamma}rL\Big].
\]
In the variable \(z=2\gamma r\) the bracket is \(\frac\gamma r[-(zL_{zz}+(4-z)L_z)+2L]\). The Laguerre polynomials \(L_j^{(3)}(z)\) are the coefficients of \(s^j\) in \(g=(1-s)^{-4}e^{-bz}\), \(b=s/(1-s)\). They obey \(zL_{zz}+(4-z)L_z=-jL\), because \(zg_{zz}+(4-z)g_z+sg_s=g\,[zb^2-(4-z)b+4b-zs/(1-s)^2]=0\), using \(b^2+b=s/(1-s)^2\). So the Coulomb Sturmians \(S_j=r^2e^{-\gamma r}L_j^{(3)}(2\gamma r)\) satisfy, with \(m=j+2\),
\[
(h_1+\tfrac12+w)S_j=\frac{m\gamma-1}{r}S_j .
\]
They are orthogonal and complete with weight \(1/r\), as the Laguerre polynomials are with weight \(z^3e^{-z}\). The norm comes from two generating functions: \(\int z^3e^{-z}g(s)g(s')\,dz=6/(1-ss')^4=\sum_j\frac{(j+3)!}{j!}(ss')^j\), since \(1+b+b'=(1-ss')/[(1-s)(1-s')]\). Only equal powers of \(s\) and \(s'\) occur, which is the orthogonality, and \(N_j=\int S_j^2dr/r=(2\gamma)^{-4}(j+3)!/j!\). The overlap comes from one: \(\int z^3e^{-\sigma z}g\,dz=6/[\sigma-(\sigma-1)s]^4=\sum_j\frac{(j+3)!}{j!}\frac{(\sigma-1)^j}{\sigma^{j+4}}s^j\), and with \(\sigma=(1+\gamma)/2\gamma\),
\[
O_j=\int uS_j\,dr=2\,\frac{(j+3)!}{j!}\,\frac{(1-\gamma)^j}{(1+\gamma)^{j+4}} .
\]
Expand the solution of \((h_1+\frac12+w)\phi=u\) as \(\sum c_jS_j\) and project on \(S_j\): \(c_j=O_j/[(m\gamma-1)N_j]\), and \(P=\sum c_jO_j\). With \((j+3)!/j!=m^3-m\),
\[
P=\frac{64\gamma^4}{(1+\gamma)^8}\sum_{m\ge2}\frac{m^3-m}{m\gamma-1}\,\xi^{m-2},\qquad\xi=\Big(\frac{\gamma-1}{\gamma+1}\Big)^2 .
\]
The poles \(\gamma=1/m\) lie at \(w=-(\frac12-\frac1{2m^2})\), that is, at minus the \(1s\to mp\) excitation energies. At \(w=0\), \(\gamma=1\), only \(m=2\) survives and \(P=\frac{64}{256}\cdot6=\frac32\), which is the Thomas–Reiche–Kuhn value \(\sum|\mathbf p|^2/\Delta=\sum\Delta|\mathbf r|^2=\frac12\langle[r_i,[H,r_i]]\rangle=\frac32\).

The large-\(w\) behaviour follows by polynomial division. Let \(t=1/\gamma\), so that \(w=(1-t^2)/2t^2\), \(64\gamma^4/(1+\gamma)^8=64t^4/(1+t)^8\) and \(\eta\equiv1-\xi=4t/(1+t)^2\). Then
\[
\frac{m^3-m}{m\gamma-1}=t\Big[(m^2-1)+tm+t^2-\frac{t(1-t^2)}{m-t}\Big],
\]
as multiplication by \(m-t\) shows. Using \(m^2-1=(j+1)(j+2)+(j+1)\), \(m=(j+1)+1\) and the sums \(\sum\xi^j=1/\eta\), \(\sum(j+1)\xi^j=1/\eta^2\), \(\sum(j+1)(j+2)\xi^j=2/\eta^3\),
\[
P=\frac{64t^5}{(1+t)^8}\Big[\frac2{\eta^3}+\frac{1+t}{\eta^2}+\frac{t(1+t)}\eta-t(1-t^2)\Phi\Big]=\frac{2t^2}{(1+t)^2}+\frac{4t^3}{(1+t)^3}+\frac{16t^5}{(1+t)^5}-\frac{64t^6(1-t^2)}{(1+t)^8}\Phi ,
\]
with \(\Phi=\sum_j\xi^j/(j+2-t)\). Multiplying by \(w\), the first two terms give \(\frac{1-t}{1+t}+\frac{2t(1-t)}{(1+t)^2}\), and one minus this is \(\frac{2t}{1+t}-\frac{2t(1-t)}{(1+t)^2}=\frac{4t^2}{(1+t)^2}\). So
\[
G=\frac{4t^2}{(1+t)^2}-\frac{8t^3(1-t)}{(1+t)^4}+\frac{32t^4(1-t)^2}{(1+t)^6}\,\Phi=4t^2-16t^3+(52+32\Phi)\,t^4+\dots
\]
where \(52=12+40\) and, for small \(t\), \(\Phi\approx\sum\xi^j/(j+2)=(-\ln\eta-\xi)/\xi^2\approx\ln(1/4t)-1\). With \(4t^2=2/(w+\frac12)\) and \(t^3\approx(2w)^{-3/2}\),
\[
G=\frac2w-\frac{4\sqrt2}{w^{3/2}}+O\Big(\frac{\ln w}{w^2}\Big).
\]
The coefficient 2 is the sum rule \(2\pi|\psi(0)|^2=2\). The program finds \((G-2/w)\,w^{3/2}=-5.6378\) at \(w=10^7\) hartree and asserts closeness to \(-4\sqrt2=-5.657\). The offset of \(0.3\%\) of that value is the \(t^4\) term: with \(t=2.24\times10^{-4}\), \(\Phi\approx6.02\) and \(4t^2-2/w\approx-4t^4\), the relative correction is \(-(48+32\times6.02)\,t/16=-0.0034\), which gives \(-5.638\).

The Bethe logarithm follows from \(\int_0^KG\,dw\to2\ln K-2\ln\bar k\) and \(\int_0^K2\,dw/(w+\frac12)\to2\ln2K\). Subtracting, with \(dw=-dt/t^3\),
\[
\ln2\bar k=-\frac12\int_0^1\frac{G-4t^2}{t^3}\,dt ,
\]
with \(\bar k\) in hartree, so that \(2\bar k\) is its value in rydberg. As an independent road the program also builds \(G\) from the closed-form \(1s\to np\) and continuum oscillator strengths, which it first checks against the two sum rules and a direct \(1s\to2p\) integral. It asserts agreement of the two roads for \(G\) at several \(w\), for the Bethe logarithm, for \(C\) and for \(D-C\).

**Q.** Then the correction to the rule is not \(\delta'(0)\) times a mean \(\Delta/\lambda\)?

**A.** Not for this state. That estimate needs \(\sum|\mathbf p|^2\Delta^2\), which would be the coefficient of a \(-1/w^2\) term in \(G\); the \(w^{-3/2}\) term comes first and shows that the sum diverges. The leading correction is carried by continuum states whose \(\Delta\) scales with \(\lambda\): about a third of it comes from \(\Delta<\lambda/10\) and nearly all the rest from \(\Delta\) between \(\lambda/10\) and \(10\lambda\). From the definitions, \(D-C=\int_\varepsilon^\Omega G\,dw-\int_\lambda^\Omega WG\,d\omega\) for \(\Omega\to\infty\). The \(2/w\) term gives \(2\delta(0)=0\). The next term gives \(-4\sqrt2\,[2\varepsilon^{-1/2}-\lambda^{-1/2}B]\) with \(B=\int_1^\infty W\,X^{-3/2}dX\), \(X=\omega/\lambda\). Substituting \(X=\tau^{-1/2}\), \(|dX|=\frac12\tau^{-3/2}d\tau\),
\[
B=\frac12\int_0^1\tau^{-3/4}(1-\tau)^{1/2}\Big(1+\frac\tau2\Big)d\tau=\frac12\Big[\mathrm B\big(\tfrac14,\tfrac32\big)+\tfrac12\mathrm B\big(\tfrac54,\tfrac32\big)\Big],
\]
in terms of the Euler beta function, and
\[
\frac{D-C}2\to-2\sqrt2\,\Big[2\sqrt{\lambda/\varepsilon}-B\Big]\lambda^{-1/2}=\frac{0.02343}{\sqrt\lambda},\qquad\lambda\text{ in hartree}.
\]
The program evaluates \(\frac12(D-C)\sqrt\lambda\) from the spectrum at \(\lambda=10^8\) hartree and finds \(0.02338\), asserting agreement with the law. That \(\lambda\) is far above \(c^2\) and has no physical meaning; it tests the mathematics of the dipole model.

The same tail controls the term dropped in (5): \(C=2\ln(\varepsilon/\bar k)-\int_\varepsilon^\infty(G-2/w)\,dw\), so \(\frac C2-\ln(\varepsilon/\bar k)\to4\sqrt2/\sqrt\varepsilon\). Both corrections fall as the inverse square root, but with coefficients \(0.023\) and \(5.7\). In an analytic calculation these powers are not kept, because the total cannot depend on \(\varepsilon\) and they must cancel against terms of higher order in the potential in the high-energy half; only the logarithm and its constant are matched.

**Q.** Give me numbers. I want to see what the \(\frac16\) is worth and whether the rule holds at a \(\lambda\) one could take seriously.

**A.** Take hydrogen 1s in the model just stated and \(\lambda=500\) eV. With \(1/\alpha=137.036\) and the hartree \(27.2114\) eV, \(\lambda=500/27.2114=18.37\) hartree. The dipole scale is \(\alpha mc^2=3728.9\) eV, so \(\lambda\) is \(0.134\) of it; in lengths, the range \(\hbar c/\lambda=3.947\) Å against the Bohr radius \(0.529\) Å. The rest energy is \(3728.9\times137.036=5.11\times10^5\) eV, so \(\lambda/mc^2=1.0\times10^{-3}\). By the power counting of the dipole step this is the relative order of the neglected terms, and digits beyond the third describe the model and serve to compare the schemes, not the atom.

The cutoffs are \(\varepsilon=1.150488\times500=575.24\) eV, and \(\varepsilon_T=1.359141\times500=679.57\) eV if the longitudinal mode is left out. Since \(\sum|\mathbf p|^2\Delta=2\), one unit of logarithm is worth \(\frac{2\alpha^3}{3\pi}\cdot2=\frac{4\alpha^3}{3\pi}\) hartree \(=4.48782\times10^{-6}\) eV, and \(D/2\), \(C/2\) are the effective logarithms. Quadrature of the Sturmian series gives
\[
\tfrac12D(\lambda)=1.661894,\qquad\tfrac12C(\varepsilon)=1.659692,\qquad\tfrac12C(\varepsilon_T)=1.768209 .
\]
In energy, \(1.661894\times4.48782\times10^{-6}=7.45828\times10^{-6}\) eV \(=1803.40\) MHz for the bridge, \(7.44840\times10^{-6}\) eV \(=1801.02\) MHz for the cutoff with constant \(\frac56\), and \(7.93540\times10^{-6}\) eV \(=1918.77\) MHz for the cutoff with constant 1. These are the contributions of the soft region that the regulator removes, not the whole level shift.

With \(\frac56\) the logarithms differ by \(0.002202\), that is \(0.002202\times4.48782\times10^{-6}=9.88\times10^{-9}\) eV \(=2.39\) MHz or \(0.13\%\) of \(D\). The difference is positive and below the largest \(\delta\) found, \(0.0048\), as an average of \(\delta\) should be. With constant 1 they differ by \(-0.106315\), that is \(115.37\) MHz or \(6.4\%\) of \(D\). In the asymptotic regime the longitudinal term is worth \(4.48782\times10^{-6}/6=7.47970\times10^{-7}\) eV \(=180.86\) MHz for this state.

**Q.** Three things bother me. The error from the wrong constant is 115 MHz and not 181. The \(\lambda^{-1/2}\) law does not give \(0.0022\). And the Bethe form is nowhere near \(C\).

**A.** All three are what the output shows, and they have one origin: much of the weight \(|\mathbf p|^2\Delta\) lies at excitation energies comparable to \(\lambda\) or above it. The Bethe logarithm comes out as \(\ln2\bar k=2.98413\), so \(\bar k=\frac12e^{2.98413}\times27.2114=268.97\) eV, about twenty times the binding energy and over half of \(\lambda\).

First, \(\frac12[C(\varepsilon_T)-C(\varepsilon)]\) is the weighted average of \(\ln[(\varepsilon_T+\Delta)/(\varepsilon+\Delta)]\), which equals \(\frac16\) at \(\Delta=0\) and is smaller for every positive \(\Delta\). Here it is \(1.768209-1.659692=0.108517\), and subtracting \(0.002202\) gives the \(0.106315\) above. The full \(\frac16\), 181 MHz, is what an analytic calculation loses, because it takes the limit \(\lambda\gg\bar k\), in which almost all of the weight \(|\mathbf p|^2\Delta\) lies at \(\Delta\ll\lambda\).

Second, the law gives \(0.02343/\sqrt{18.37}=0.0055\), two and a half times the computed \(0.0022\) and above the largest \(\delta\) found, so it cannot apply yet. The expansion of \(G\) runs in \(t=(1+2w)^{-1/2}\), which is \(0.16\) at \(w=\lambda\); there the \(t^4\) term, with coefficient \(52+32\Phi\), is not small against \(16t^3\).

Third, \(\ln(575.24/268.97)=0.760\), which is \(3.41\times10^{-6}\) eV, only \(46\%\) of \(C\). The missing \(1.659692-0.760177=0.8995\) is the positive last term of (5). Its leading estimate, \(4\sqrt2/\sqrt{575.24/27.2114}=5.657/4.598=1.23\), has the right sign and overshoots for the same reason as before. The replacement of Bethe's sum by \(\ln(\varepsilon/\bar k)\) needs \(\varepsilon\gg\bar k\), which 575 eV does not provide; the program asserts that limit only at a very large cutoff. The conversion between \(\lambda\) and \(\varepsilon\) needs much less in this model, because its error for the ground state is an average of \(\delta(x)\), and \(\delta\) was found below \(0.005\) on the grid and vanishes at both ends.

## Numbers as computed

```
oscillator state 0: direct -1.301277594, longitudinal form -1.301277594 (a.u.)
oscillator state 1: direct -1.207875769, longitudinal form -1.207875769 (a.u.)
oscillator state 2: direct -1.068013993, longitudinal form -1.068013993 (a.u.)
rest-energy shift -0.500000 alpha*lam; p^2 term 0.250000, transverse only 0.333333 alpha^3*lam
transverse constant -1.000000, longitudinal 0.166667, ln(2eps/lam) 0.833333
eps/lam 1.150488; transverse only 1.359141
delta'(0) 0.014377; delta(0.3) 0.002850; max delta 0.004764
emission constant at beta=0.01: 0.833345
emission constant at beta=0.05: 0.833634
emission constant at beta=0.5: 0.869090
sum |p|^2 Delta 2.0000000 a.u.; (G-2/w) w^1.5 at w=1e7 hartree -5.6378
(D-C)/2*sqrt(lam) at lam=1e8 hartree 0.02338, asymptotic law 0.02343
1/alpha 137.035999; hartree 27.211386 eV; alpha m c^2 3728.9 eV
Bohr radius 0.529177 A; range hbar c/lam 3.9465 A
lam 500.0 eV; eps 575.244 eV; transverse-only eps 679.570 eV
Bethe logarithm ln(2 kbar) 2.98413; kbar 268.97 eV
energy per unit logarithm 4 alpha^3/(3 pi): 4.48782e-06 eV
logs: D/2 1.661894, C/2 1.659692, C_T/2 1.768209, ln(eps/kbar) 0.760177
log differences: (D-C)/2 0.002202, (D-C_T)/2 -0.106315
bridge D 7.45828e-06 eV = 1803.40 MHz
cutoff C, constant 5/6: 7.44840e-06 eV = 1801.02 MHz
cutoff C, constant 1: 7.93540e-06 eV = 1918.77 MHz
asymptote 3.41154e-06 eV
longitudinal 1/6 for 1s: 7.47970e-07 eV = 180.86 MHz
```
